# Gonze–Lee interpolation and the direction-dependent LO–TO splitting

## The form of the long-range term

Atomic units with Gaussian electrostatics are used in the algebra. Displacing atom $\kappa$ by $u$ in an insulator at zero macroscopic field creates a dipole $Z_\kappa u$, where $Z_{\kappa,a\alpha}$ is the Born charge (dipole index $a$, displacement index $\alpha$). The force constant between two distant atoms is bilinear in their Born charges and has dimension charge$^2$/length$^3$. Macroscopic electrostatics has no length scale, so the coupling falls as $d^{-3}$, and its lattice Fourier sum near $q=0$ is $1/\Omega$ ($\Omega$ the cell volume) times the sum of a function of the direction $n=q/|q|$ and a constant. The constant depends on the cell shape and the pair of sites, and it is counted in $\bar C(0)$ below. An electrostatic wave has its field along $n$ and is sourced by $n\cdot P$, so each charge enters as $n\cdot Z_\kappa$, and the screening of a field along $n$, projected on $n$, is $n\cdot\epsilon\cdot n$, with $\epsilon$ the electronic dielectric tensor. This fixes everything but a number, which both derivations below give as $4\pi$:

$$C_{\kappa\alpha,\kappa'\beta}(q\to0\parallel n)=\bar C_{\kappa\alpha,\kappa'\beta}(0)+\frac{4\pi}{\Omega}\frac{(n\cdot Z_\kappa)_\alpha(n\cdot Z_{\kappa'})_\beta}{n\cdot\epsilon\cdot n}.\tag{1}$$

Here $C(q)=\sum_R\Phi(0\kappa;R\kappa')e^{iq\cdot R}$ is periodic in $q$, and $\bar C(0)$ is the matrix at zero macroscopic field. With sites $\tau_\kappa$ and separations $d=R+\tau_{\kappa'}-\tau_\kappa$, the matrix $C'=\sum_R\Phi\,e^{iq\cdot d}=C\,e^{iq\cdot(\tau_{\kappa'}-\tau_\kappa)}$ differs by a diagonal unitary transformation, so it has the same frequencies and the same limit at $\Gamma$. The indices $i,j$ stand for pairs $(\kappa,\alpha)$, and $g=4\pi/\Omega$.

## First derivation: eliminating the electrons

Let $u$ be the amplitudes of a displacement wave $u_\kappa e^{iq\cdot r}$ and $p$ the amplitudes of the electronic degrees of freedom. The cell dipole is linear in both, $P=Z^0u+S^\dagger p$, with $Z^0$ the bare charges. The wave carries the macroscopic charge density $\rho=-iq\cdot P/\Omega$, whose Coulomb energy per cell is $\tfrac12\Omega\,4\pi|\rho|^2/q^2=\tfrac12 g|s|^2$ with $s=n\cdot P$. The second-order energy is

$$W=\tfrac12\left(u^\dagger Au+u^\dagger B^\dagger p+p^\dagger Bu+p^\dagger Mp\right)+\tfrac12 g|s|^2 .$$

The assumption is that $A,B,M,S,Z^0$, which hold everything except this one Fourier component of the Coulomb interaction, are analytic in $q$ near $0$, with $M$ invertible. This expresses a gap and short-ranged interactions otherwise.

The electrons follow adiabatically, $\partial W/\partial p^\dagger=0$, which reads $Bu+Mp+gSn\,s=0$. The vector $E=-g\,n\,s$ is the macroscopic field, since it solves $iq\cdot E=4\pi\rho$. Then $p=M^{-1}(SE-Bu)$, and inserting this in $P$ gives

$$P=Z(q)u+\chi E,\qquad Z(q)=Z^0-S^\dagger M^{-1}B,\qquad \chi=S^\dagger M^{-1}S .$$

Projecting on $n$ gives $s=n\cdot Zu-g\,s\,(n\cdot\chi\cdot n)$, so $s=n\cdot Zu/(n\cdot\epsilon(q)\cdot n)$ with $\epsilon(q)=1+g\chi$. The force on the ions is $-C'u$, with $C'u=2\,\partial W/\partial u^\dagger=Au+B^\dagger p-Z^{0\dagger}E$. Substituting $p$ collects the field terms into $-(Z^{0\dagger}-B^\dagger M^{-1}S)E=-Z^\dagger E$, because $M$ is Hermitian. With $\bar C=A-B^\dagger M^{-1}B$ and $v_j=(q\cdot Z(q))_j$,

$$C'_{ij}(q)=\bar C_{ij}(q)+g\,\frac{v_i^*v_j}{q\cdot\epsilon(q)\cdot q}.\tag{2}$$

This holds at finite $q$, and all non-analyticity at $\Gamma$ sits in the last term. Its limit $q\to0$ is (1). A rigid translation of a neutral crystal makes no dipole, so $\sum_\kappa Z_\kappa=0$.

Equation (2) also gives the next orders. If displacing coordinate $j$ at the origin, with the macroscopic field held at zero, produces dipoles $\delta p(r)$, then $Z_{aj}(q)=\sum_r\delta p_a(r)e^{-iq\cdot r}$, and with the quadrupole $Q_j^{bc}=\sum_r(\delta p_br_c+\delta p_cr_b)$,

$$v_j=q_aZ_{aj}-\tfrac i2q_bq_cQ_j^{bc}+O(q^3).$$

The denominator is real because $\epsilon(q)$ is Hermitian, and real-space kernels are real, so $\epsilon(-q)=\epsilon(q)^*$. The denominator is therefore even, $q\cdot\epsilon\cdot q+O(q^4)$, and the degree-one part of the last term of (2) is

$$C'^{(1)}_{ij}=-\frac{ig}{2}\,\frac{q_aq_bq_c\,\big(Z_{ai}Q^{bc}_j-Q^{bc}_iZ_{aj}\big)}{q\cdot\epsilon\cdot q}.\tag{3}$$

The analytic $\bar C(q)$ can carry its own term linear in $q$, a polynomial that is not part of (3). At an inversion centre, inversion maps $u\to-u$ and $\delta p(r)\to-\delta p(-r)$, linearity then makes $\delta p$ even in $r$, and $Q=0$. The degree-two parts of the last term of (2) come from $QQ$, from the $O(q^3)$ part of $v$ and from the $O(q^4)$ part of the denominator; inversion does not remove the last two.

## Second derivation: dipoles in a dielectric

Treat the electrons as a homogeneous medium, $D_{\rm el}=\epsilon E+4\pi P_{\rm ion}$ with $\nabla\cdot D_{\rm el}=0$, where each displaced atom contributes a point dipole $Z_\kappa u$. A unit charge obeys $\nabla\cdot\epsilon\nabla\phi=-4\pi\delta(d)$, with transform $4\pi/(k\cdot\epsilon\cdot k)$. The substitution $d=\epsilon^{1/2}\sigma$ turns the operator into $\nabla_\sigma^2$ and $\delta(d)$ into $\delta(\sigma)/\sqrt{\det\epsilon}$, so

$$\phi=\frac{1}{\sqrt{\det\epsilon}\,D},\qquad D^2=d\cdot\epsilon^{-1}\cdot d,\qquad \Delta=\epsilon^{-1}d .$$

A dipole $\pi$ at the origin has potential $V=-\pi\cdot\nabla\phi$, and a dipole $\pi'$ at $d$ has energy $\pi'\cdot\nabla V=\pi_aT_{ab}\pi'_b$ with $T_{ab}=-\partial_a\partial_b\phi$. From $\partial_aD=\Delta_a/D$ and $\partial_b\Delta_a=\epsilon^{-1}_{ab}$, any $f(D)$ has

$$\partial_a\partial_bf=\Big(f''-\frac{f'}{D}\Big)\frac{\Delta_a\Delta_b}{D^2}+\frac{f'}{D}\epsilon^{-1}_{ab},\tag{4}$$

and $f=1/D$ gives $T=[\epsilon^{-1}/D^3-3\Delta\Delta/D^5]/\sqrt{\det\epsilon}$, the expected $d^{-3}$ law.

The sum $\tilde T_{\kappa\kappa'}(q)=\sum_{R,\,d\ne0}T(d)e^{iq\cdot R}$ converges only conditionally. Write $1/D=\operatorname{erf}(\Lambda D)/D+\operatorname{erfc}(\Lambda D)/D$.

For the smooth part use $\operatorname{erf}(\Lambda D)/D=(2/\sqrt\pi)\int_0^\Lambda e^{-t^2D^2}dt$. In the variable $\sigma$ the Gaussian transforms to $(\pi/t^2)^{3/2}e^{-\kappa_\epsilon^2/4t^2}$ with $\kappa_\epsilon^2=k\cdot\epsilon\cdot k$, and the Jacobian $\sqrt{\det\epsilon}$ cancels the prefactor of $\phi$. Setting $w=\kappa_\epsilon^2/4t^2$, $dw=-\kappa_\epsilon^2dt/2t^3$,

$$2\pi\int_0^\Lambda t^{-3}e^{-\kappa_\epsilon^2/4t^2}dt=\frac{4\pi}{\kappa_\epsilon^2}e^{-\kappa_\epsilon^2/4\Lambda^2}.$$

This is even in $k$, so the inverse transform may be written with $e^{-ik\cdot d}$, for which $\partial_a\to-ik_a$ and $-\partial_a\partial_b\to k_ak_b$. The lattice sum $\sum_Re^{i(q-k)\cdot R}=\frac{(2\pi)^3}{\Omega}\sum_G\delta(k-q-G)$ selects $K=q+G$ and leaves the phase $e^{-iK\cdot(\tau_{\kappa'}-\tau_\kappa)}$.

That sum includes $d=0$ when $\kappa=\kappa'$, which must be removed. Near $d=0$, $\operatorname{erf}(\Lambda D)/D=(2\Lambda/\sqrt\pi)(1-\Lambda^2D^2/3+\dots)$ and $\partial_a\partial_bD^2=2\epsilon^{-1}_{ab}$, so the unwanted term is $4\Lambda^3\epsilon^{-1}/(3\sqrt{\pi\det\epsilon})$.

For the short part set $y=\Lambda D$, $x=\Lambda\Delta$ and $h=\operatorname{erfc}(y)/y$. Then $h'=-\operatorname{erfc}y/y^2-2e^{-y^2}/(\sqrt\pi y)$ and $h''=2\operatorname{erfc}y/y^3+(2e^{-y^2}/\sqrt\pi)(2/y^2+2)$. Equation (4) gives $\partial_a\partial_b[\Lambda h]=\Lambda^3H_{ab}$ with

$$H=\frac{xx}{y^2}\Big[\frac{3\operatorname{erfc}y}{y^3}+\frac{2e^{-y^2}}{\sqrt\pi}\Big(\frac3{y^2}+2\Big)\Big]-\epsilon^{-1}\Big[\frac{\operatorname{erfc}y}{y^3}+\frac{2e^{-y^2}}{\sqrt\pi y^2}\Big].$$

Collecting the three pieces,

$$\tilde T_{\kappa\kappa'}=g\sum_{K\neq0}\frac{KK}{K\epsilon K}e^{-K\epsilon K/4\Lambda^2}e^{iK\cdot(\tau_\kappa-\tau_{\kappa'})}-\frac{\Lambda^3}{\sqrt{\det\epsilon}}\sum_{R,\,d\neq0}He^{iq\cdot R}-\frac{4\Lambda^3\epsilon^{-1}\delta_{\kappa\kappa'}}{3\sqrt{\pi\det\epsilon}}.\tag{5}$$

The split is an identity, so $\tilde T$ does not depend on $\Lambda$. At $q=0$ the term $K=0$ is undefined and is omitted; its limits carry no $\Lambda$, so $\tilde T(0)$ is also independent of $\Lambda$. The dipole–dipole matrix is

$$C^{dd}_{\kappa\kappa'}(q)=Z_\kappa^T\tilde T_{\kappa\kappa'}(q)Z_{\kappa'}-\delta_{\kappa\kappa'}\sum_{\kappa''}Z_\kappa^T\tilde T_{\kappa\kappa''}(0)Z_{\kappa''},\tag{6}$$

where the on-site term makes a rigid translation cost no force. For two atoms with $Z_2=-Z_1$ this term is $Z_\kappa^T(\tilde T_{\kappa\kappa}(0)-\tilde T_{\kappa\kappa''}(0))Z_\kappa$ with $\kappa''\ne\kappa$, which is symmetric. With more atoms and general $Z_\kappa$ it need not be, and (6) alone is then not Hermitian; this does not affect the interpolation below, where the term cancels. Neutrality is what allows $K=0$ to be dropped there, since that term is proportional to $\sum_{\kappa''}n\cdot Z_{\kappa''}$.

Near $\Gamma$ the terms $G\ne0$ and the Gaussian-cut real-space sum are analytic. In the term $K=q$, expanding the exponential gives $qq/(q\epsilon q)-qq/4\Lambda^2+\dots$, where every term after the first is a polynomial. In the primed convention the non-analytic part of $C^{dd}$ is therefore exactly $g(q\cdot Z)_i(q\cdot Z)_j/(q\epsilon q)$. If true force constants equal $Z^TTZ$ plus terms falling at least as fast as $d^{-3-\eta}$ with some $\eta>0$, their Fourier sum converges absolutely and is continuous, and (1) follows.

## What each derivation assumes

The first assumes a quadratic variational energy whose only singular piece is the $K=q$ Coulomb term. It derives $Z$ and $\epsilon$ as zero-field responses, including local fields, and it is exact in $q$. It does not supply a periodic function, because "the $K=q$ term" singles out $G=0$, so (2) cannot be subtracted over the whole zone.

The second takes $Z$ and $\epsilon$ as given constants and assumes that macroscopic electrostatics is the leading behaviour at large $d$. It supplies the periodic function (6), but it cannot say how fast its own corrections decay.

The first answers that. A term $f(q)$ homogeneous of degree $m$ has transform $F(d)=\Omega\int\frac{d^3q}{(2\pi)^3}f e^{-iq\cdot d}$, and rescaling $q\to q/\lambda$ gives $F(\lambda d)=\lambda^{-3-m}F(d)$; polynomials contribute only at $d=0$. After subtraction of $C^{dd}$ the rest is thus not strictly short-ranged: asymptotically it falls as $d^{-4}$ in general, and as $d^{-5}$ when (3) vanishes, which happens when all sites are inversion centres ($Q=0$) and also when all Born charges are zero. For (3), $\partial_a\partial_b\partial_c\to(-i)^3qqq=i\,qqq$, so $g\,qqq/(q\epsilon q)$ transforms to $-i\,\partial_{abc}\phi$, and $(-i/2)(-i)=-1/2$:

$$\Phi^{(1)}_{ij}(d)=-\tfrac12\,\partial_a\partial_b\partial_c\phi\,\big(Z_{ai}Q_j^{bc}-Q_i^{bc}Z_{aj}\big).\tag{7}$$

Both derivations fail in a metal, where $\chi$ diverges as $q\to0$, and in a doped crystal below the screening wavevector. Both use the three-dimensional kernel $4\pi/q^2$ and neglect retardation, so "$q\to0$" means $q\gg\omega/c$.

## Interpolation

On the grid $q_j$ of $N^3$ points, which contains $\Gamma$, form $\Phi^{\rm rest}(R)=N^{-3}\sum_j[C-C^{dd}](q_j)e^{-iq_j\cdot R}$, with $K=0$ omitted from both matrices at $\Gamma$. Inserting the definition of $C$ shows that this equals the true rest summed over all supercell images $R+NL$. Assign it to the images with the shortest $|d|$, with weights $w$ summing to one, and set

$$C^{\rm int}(q)=\sum_Rw\,\Phi^{\rm rest}(R)e^{iq\cdot R}+C^{dd}(q).$$

On the grid $e^{iq_j\cdot NL}=1$, so all images carry one phase and $C^{\rm int}(q_j)=C(q_j)$. The finite sum is continuous, so as $q\to0$ it tends to $\bar C(0)-C^{dd}(0)$, while $C^{dd}(q)$ tends to $C^{dd}(0)$ plus the non-analytic term: (1) is recovered in every direction, for any $N$. The constant on-site term of (6) cancels between subtraction and restoration. Plain interpolation, without $C^{dd}$, is continuous and tends to $\bar C(0)$, so at $\Gamma$ it returns the same zero-field frequencies in every direction, whatever $N$ is. Off the grid the remaining error comes from folding the part of the rest that reaches beyond the supercell; the $d^{-4}$ or $d^{-5}$ tail is its slowest part, but need not dominate on a coarse grid.

## Modes at $\Gamma$

Let $\omega_m^2,e_m$ be the eigenpairs of $\bar C(0)/\sqrt{M_\kappa M_{\kappa'}}$ and $\pi_m=\sum_\kappa Z_\kappa e_{m\kappa}/\sqrt{M_\kappa}$. The added term of (1) is rank one, and $\det(X+ww^T)=\det X\,(1+w^TX^{-1}w)$ gives the shifted roots from $1+\frac{g}{n\epsilon n}\sum_m\frac{(n\cdot\pi_m)^2}{\omega_m^2-\omega^2}=0$. Multiplying by $n\epsilon n$,

$$n\cdot\epsilon(\omega)\cdot n=0,\qquad\epsilon(\omega)=\epsilon+g\sum_m\frac{\pi_m\pi_m}{\omega_m^2-\omega^2}.$$

Acoustic modes have $e_\kappa\propto\sqrt{M_\kappa/M_{\rm tot}}$, so $\pi=\sum_\kappa Z_\kappa/\sqrt{M_{\rm tot}}=0$. For a diatomic tetragonal crystal, $Z_2=-Z_1$ is diagonal, the optical vector along axis $a$ is $(\sqrt{M_2},-\sqrt{M_1})/\sqrt{M_{\rm tot}}$, and $\pi_a=Z_a(M_1+M_2)/\sqrt{M_1M_2M_{\rm tot}}=Z_a/\sqrt\mu$. For $n=(\sin\theta,0,\cos\theta)$ the $y$ mode stays at $\omega_{Tx}$. With $\lambda=\mu\omega^2$, $t_a=\mu\omega_{Ta}^2$ and $b_a=gZ_a^2/\epsilon_a$, the other two obey

$$\epsilon_x\sin^2\theta\Big[1+\frac{b_x}{t_x-\lambda}\Big]+\epsilon_z\cos^2\theta\Big[1+\frac{b_z}{t_z-\lambda}\Big]=0.\tag{8}$$

Multiplied by $(t_x-\lambda)(t_z-\lambda)$, this has the roots $t_x,\ t_z+b_z$ at $\theta=0$ and $t_z,\ t_x+b_x$ at $90^\circ$. The static constant is $\epsilon^0_a=\epsilon_a(1+b_a/t_a)$, which is the Lyddane–Sachs–Teller relation $\epsilon_a^0/\epsilon_a=\omega_{La}^2/\omega_{Ta}^2$. In a cubic crystal $\sin^2\theta+\cos^2\theta$ factors out and the direction dependence of the frequencies disappears.

If the charges used in $C^{dd}$ sum to $\delta Z\neq0$ (isotropic), the acoustic modes add $-g\,\delta Z^2/(M_{\rm tot}\omega^2)$ to $n\epsilon(\omega)n$. Far below the optical modes the remainder is $n\epsilon^0n$, so to leading order in $\delta Z$ a false gap opens, $\omega^2=g\,\delta Z^2/(M_{\rm tot}\,n\epsilon^0n)$.

## Worked example

The model is a harmonic tetragonal crystal, $a=4.0$ Å, $c=4.4$ Å, $\Omega=70.40$ Å$^3$, with charges $z=\pm1$, polarizabilities $\alpha=1.5,3.0$ Å$^3$, masses $60,30$ amu, and central springs of $2.0$ eV/Å$^2$ (eight unlike neighbours) and $1.0$ eV/Å$^2$ (six like neighbours). The anion sits at $(\frac12,\frac12,\frac12)$, or at $(\frac12,\frac12,0.6)$ in a polar variant. The coordinates $p$ are site dipoles coupled by (5) with $\epsilon=1$, called $T_0$: $A=zT_0z+{}$springs, $B=T_0z$ and $M=\alpha^{-1}+T_0$, with on-site terms as in (6) in $A$ and $B$, and no static dipoles. The exact $C$ contains no $Z$ or $\epsilon$; they emerge when the $K=q$ term is removed. Coulomb terms carry $e^2=14.39965$ eV Å, and $\hbar\sqrt{\text{eV Å}^{-2}\text{amu}^{-1}}=64.6542$ meV. Digits beyond the third serve only to follow the arithmetic.

The centrosymmetric crystal gives $Z_x=1.31664$, $Z_z=1.46238$, $\epsilon_x=2.10385$, $\epsilon_z=2.08462$, $\mu=20$ amu, $t_x=4.0137$ and $t_z=4.4288$ eV/Å$^2$. Then

$$b_z=\frac{4\pi(14.39965)(1.46238)^2}{(70.40)(2.08462)}=2.6368\ \text{eV/Å}^2,$$

and likewise $b_x=2.1179$ eV/Å$^2$. Hence $\hbar\omega_{Tz}=64.6542\sqrt{4.42876/20}=30.424$ meV (with one more digit of $t_z$) and $\hbar\omega_{Lz}=64.6542\sqrt{(4.4288+2.6368)/20}=38.429$ meV, a splitting of $8.004$ meV from the unrounded values ($64.6$ cm$^{-1}$). Along $x$ the values are $28.964$ and $35.799$ meV, a splitting of $6.835$ meV ($55.1$ cm$^{-1}$). The ratio $1+2.6368/4.4288=1.5954$ matches $\epsilon^0_z/\epsilon_z=3.32577/2.08462$, with $\epsilon^0_z$ from relaxing ions and dipoles together in a field. At $45^\circ$, (8) reads

$$2.10385\Big[1+\frac{2.1179}{4.0137-\lambda}\Big]+2.08462\Big[1+\frac{2.6368}{4.4288-\lambda}\Big]=0,$$

with roots at $29.565$ and $37.244$ meV.

| $\theta$ | $0^\circ$ | $30^\circ$ | $45^\circ$ | $60^\circ$ | $90^\circ$ |
|---|---|---|---|---|---|
| lower root (meV) | 28.964 | 29.243 | 29.565 | 29.947 | 30.424 |
| upper root (meV) | 38.429 | 37.858 | 37.244 | 36.569 | 35.799 |

The numerical check that follows tests that the exact model at small $q$, equation (8) and interpolation from a $4^3$ grid agree on these to $10^{-3}$ meV, while plain interpolation gives $28.964,28.964,30.424$ meV in all five directions.

Against exact frequencies on a $16^3$ grid, the rms error from a $4^3$ grid is $0.32$ meV for plain and $0.016$ meV for Gonze–Lee interpolation, and from $8^3$ it is $0.12$ and $0.0007$ meV. On this grid the largest errors from $4^3$ and $8^3$ are $7.1$ and $4.8$ meV for plain and $0.082$ and $0.0066$ meV for Gonze–Lee interpolation. The maxima depend on the test grid: on $48^3$ they are $7.9$ and $7.6$ meV for plain, approaching the full $8.0$ meV splitting as points come closer to $\Gamma$ whatever $N$ is, and $0.093$ and $0.0067$ meV for Gonze–Lee. The zero-point energy on the same grid, $77.63$ meV per cell with $\Gamma$ taken at zero field, is far less sensitive: from $4^3$ the errors are $-0.049$ meV (plain) and $-0.003$ meV (Gonze–Lee).

The tails follow the first derivation. For the centrosymmetric like-atom blocks along $x$ (matrix norm over both blocks, $16^3$ grid), the rest is $2.3\times10^{-2}$ against a dipole term of $8.4\times10^{-2}$ eV/Å$^2$ at $8$ Å, and $1.1\times10^{-4}$ against $3.1\times10^{-3}$ at $24$ Å. The exponent between $12$ and $24$ Å is $\ln(3.991\times10^{-3}/1.067\times10^{-4})/\ln2=5.23$. It includes higher orders and images of the $16^3$ supercell, and the test demands only that it exceed $3.6$. On a $48^3$ grid the rest at $24$ Å drops to $9.9\times10^{-5}$ eV/Å$^2$, this exponent becomes $5.34$, and the exponent between $24$ and $48$ Å is $5.02$. The order is tested more sharply in $q$, in the primed convention, since the phases of the unprimed one add a term linear in $q$ to the unlike-atom blocks. The rest minus its $\Gamma$ value grows by a factor $4.0000$ when $q$ doubles, and it violates the parallelogram law $E(x+z)+E(x-z)=2E(x)+2E(z)$, which any quadratic form $E$ obeys, by $9.3$ eV in matrix norm per $q^2$, where $x$ and $z$ are wavevectors of equal length $q$ along the two axes. In the polar variant the part of the $O(q)$ term that is not linear in $n$ has norm $1.354$ eV/Å along $(1,2,2)/3$, both directly and from (3). The antisymmetric like-atom constants from the $16^3$ grid, taken along $(1,0,0)$, $(1,0,1)$ and $(1,1,1)$, are compared with (7) summed over the supercell images $R+16L$, since the grid transform folds these in. Relative to the norm of that sum they deviate by $0.15$ at three cells and $0.04$ at six.

A charge error $\delta Z=0.02$ gives $64.6542\,[4\pi(14.39965)(0.02)^2/(70.40\times90\times3.32577)]^{1/2}=0.120$ meV along $z$, the value the interpolated branch shows, against $0.006$ meV for the exact neutral branch at the same small $q$.

## Numbers as computed

```
a = 4.0 A, c = 4.4 A, Vol = 70.40 A^3, anion z = 0.5 c (centro), 0.6 c (polar)
z = [ 1. -1.] e, alpha = [1.5 3. ] A^3, mass = [60. 30.] amu, springs = 2.0, 1.0 eV/A^2
e^2 = 14.39965 eV A, hbar*sqrt(eV/A^2/amu) = 64.6542 meV, 1 meV = 8.06554 cm^-1
flux of -eps grad phi / 4pi = 1.000000000000
max|T| = 2.9884e-02, Ewald-direct = 1.8e-13, lam 0.6 vs 1.0 = 6.2e-17 A^-3
cubic a=c=4 A: eps = 2.252450 (Clausius-Mossotti 2.252450), Z = 1.417483 e
centro: Zx, Zz = 1.31664, 1.46238 e; eps_x, eps_z = 2.10385, 2.08462
polar: Zx, Zz = 1.36208, 1.37247 e; eps_x, eps_z = 2.12327, 2.04829
rank-one identity error = 1.6e-15, Gamma-limit error at 1e-5 1/A = 5.2e-05 eV/A^2
polar Q cation: Qz^xx, Qz^zz, Qx^xz = -0.58991, 0.58811, -0.42803 e A
polar Q anion: Qz^xx, Qz^zz, Qx^xz = -0.28535, 0.30293, -0.21908 e A
O(q) non-linearity along (1,2,2)/3: polar 1.35437, from Q 1.35437, centro 7.0e-12 eV/A
centro rest: ratio for doubled q = 4.0000, parallelogram defect = 9.2550 eV
centro, d = 8 A along x, like-atom blocks: dipole 8.426e-02, rest 2.320e-02 eV/A^2
centro, d = 12 A along x, like-atom blocks: dipole 2.497e-02, rest 3.991e-03 eV/A^2
centro, d = 16 A along x, like-atom blocks: dipole 1.053e-02, rest 8.707e-04 eV/A^2
centro, d = 20 A along x, like-atom blocks: dipole 5.393e-03, rest 2.625e-04 eV/A^2
centro, d = 24 A along x, like-atom blocks: dipole 3.121e-03, rest 1.067e-04 eV/A^2
decay exponent of the rest between 12 and 24 A = 5.23
polar, 3 cells: antisymmetric rest 2.596e-03, d^-4 law 2.318e-03 eV/A^2, rel. dev. 0.152
polar, 6 cells: antisymmetric rest 1.327e-04, d^-4 law 1.281e-04 eV/A^2, rel. dev. 0.040
exact 16^3: lowest off-Gamma mode 2.652 meV, zero-point energy 77.6298 meV/cell
4^3 plain: rms 0.3225, max 7.0617 meV, ZPE error -0.0494 meV/cell
4^3 Gonze-Lee: rms 0.0156, max 0.0821 meV, ZPE error -0.0029 meV/cell
8^3 plain: rms 0.1228, max 4.8398 meV, ZPE error -0.0053 meV/cell
8^3 Gonze-Lee: rms 0.0007, max 0.0066 meV, ZPE error -0.0000 meV/cell
mu = 20.0 amu; mu*wT^2 x, z = 4.0137, 4.4288 eV/A^2
4 pi e2 Z^2/(Vol eps) x, z = 2.1179, 2.6368 eV/A^2
theta  0: exact [28.964 28.964 38.429], GL 4^3 [28.964 28.964 38.429], roots [28.964 28.964 38.429] meV
theta 30: exact [28.964 29.243 37.858], GL 4^3 [28.964 29.243 37.858], roots [28.964 29.243 37.858] meV
theta 45: exact [28.964 29.565 37.244], GL 4^3 [28.964 29.565 37.244], roots [28.964 29.565 37.244] meV
theta 60: exact [28.964 29.947 36.569], GL 4^3 [28.964 29.947 36.569], roots [28.964 29.947 36.569] meV
theta 90: exact [28.964 30.424 35.799], GL 4^3 [28.964 30.424 35.799], roots [28.964 30.424 35.799] meV
plain 4^3, every direction: [28.964 28.964 30.424] meV
axis x: TO 28.964, LO 35.799, split 6.835 meV = 233.6, 288.7, 55.1 cm^-1
axis x: eps0 = 3.21399, eps0/eps = 1.52767, (LO/TO)^2 = 1.52767
axis z: TO 30.424, LO 38.429, split 8.004 meV = 245.4, 309.9, 64.6 cm^-1
axis z: eps0 = 3.32577, eps0/eps = 1.59539, (LO/TO)^2 = 1.59539
dZ = 0.02 e: acoustic gap along z 0.1198 meV, estimate 0.1198 meV, neutral 0.0060 meV
```
